# Inferring a Device Temperature from an Unheated Scanning Thermal Probe

## Problem

A scanning thermal probe carries a small resistance thermometer at the end of a cantilever. The probe has no heater. In vacuum, its tip is placed on a powered device, and after the reading settles the thermometer has warmed by $\theta_p=5$ K. The thermal resistance from the thermometer to the cantilever base is $R_p$, and the resistance from the device to the thermometer is $R_{ts}=10R_p$.

(a) What is the local temperature rise of the device?

(b) Is this the temperature before contact or during contact?

(c) How far do the neglected effects move the answer?

Every $\theta$ is a rise above one common ambient temperature, here 300 K. The base stays at ambient, heat flow is linear in temperature difference, and the read current heats the sensor negligibly. All heat entering through the tip leaves through the base.

For numbers, take a cantilever of length $L=150$ µm, width 60 µm and thickness 0.4 µm. Its effective conductivity, metal tracks included, is $k_c=12.5$ W/(m K). With cross-section $A$,

$$R_p=\frac{L}{k_cA}=\frac{150\times10^{-6}}{12.5\,(60\times10^{-6})(0.4\times10^{-6})}=5\times10^5\ \text{K/W},$$

so $R_{ts}=5\times10^6$ K/W. The device lies under 1 µm of silicon oxide with $k=1.4$ W/(m K), and is wide compared with that thickness. The contact radius is $a=50$ nm.

## First estimate by scaling

The same heat passes through both resistances, so temperature drops scale as resistances. Since $R_{ts}$ is much the larger, nearly the whole drop lies across it. Neglecting the rest,

$$\theta_s\sim\frac{R_{ts}}{R_p}\,\theta_p=10\times5\ \text{K}=50\ \text{K}.$$

## Exact solution of the resistance model

### The temperature rise

The heat flowing from thermometer to base is

$$q=\frac{\theta_p}{R_p}=\frac{5\ \text{K}}{5\times10^5\ \text{K/W}}=10\ \text{µW}.$$

In the steady state the thermometer stores no heat, so the same $q$ arrives from the device:

$$\frac{\theta_s-\theta_p}{R_{ts}}=\frac{\theta_p}{R_p}.$$

Multiplying by $R_{ts}$ and adding $\theta_p$ to both sides gives

$$\boxed{\theta_s=\theta_p\left(1+\frac{R_{ts}}{R_p}\right)}=5\,(1+10)\ \text{K}=55\ \text{K}.$$

The device is at about 355 K. Of the 55 K, 50 K falls across $R_{ts}$ and 5 K across the probe.

### Before or during contact?

The probe draws heat and so cools the spot it touches. Because conduction is linear, the temperature during contact is the undisturbed one plus the response to removing $q$ at the contact. If $R_{sp}$ is the sample's resistance to heat converging on the contact, the loaded surface is at

$$\theta_c=\theta_s-qR_{sp}.$$

Let $R_{rest}$ be the resistance of interface and tip. Then $\theta_c-\theta_p=qR_{rest}$, and adding the two drops gives

$$\theta_s-\theta_p=q(R_{sp}+R_{rest}).$$

Thus the boxed formula returns the temperature **before** contact if $R_{ts}=R_{sp}+R_{rest}$, which is the meaning adopted here. With $R_{rest}$ alone it returns the loaded temperature $\theta_c$.

This distinction was tested on a heated square sheet of 21 by 21 nodes with its surroundings at ambient, solved with and without a probe. The contact node stood at 7.49 model units when free and 5.58 when loaded. The formula recovered the first value with the sample's response included in $R_{ts}$, and the second with it left out.

### The size of the spreading resistance

Treat the oxide as a half-space with an insulated surface. Heat $Q$ injected at a surface point crosses hemispheres of area $2\pi R^2$, so $-k\,(2\pi R^2)\,dT/dR=Q$. With $T\to0$ far away, this integrates to $T=Q/(2\pi kR)$.

For a contact disc at uniform temperature, try the flux density

$$j(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}}.$$

Its integral over the disc is $(Q/a)\int_0^a r\,dr/\sqrt{a^2-r^2}=Q$, as required. To find the temperature at any point of the disc, use polar coordinates $(R,\psi)$ centred on that point. The area element $R\,dR\,d\psi$ cancels the $1/R$ of the point source, leaving integrals of $j$ along chords. On a chord of half-length $c$, at distance $u$ from its midpoint, $a^2-r^2=c^2-u^2$. Each chord therefore contributes

$$\int_{-c}^{c}\frac{du}{\sqrt{c^2-u^2}}=\pi,$$

whatever its length. Full chords are counted once as $\psi$ runs from 0 to $\pi$, so

$$T=\frac{1}{2\pi k}\,\frac{Q}{2\pi a}\,\pi\cdot\pi=\frac{Q}{4ka}.$$

This is the same at every point, so the trial flux is the right one. Reversing the sign of $Q$ describes heat extraction. Hence

$$R_{sp}=\frac{1}{4ka}=\frac{1}{4(1.4)(50\times10^{-9})}=3.57\times10^6\ \text{K/W}.$$

The remaining $1.43\times10^6$ K/W belongs to interface and tip. Spreading causes a drop of $qR_{sp}=35.7$ K, so the surface under the tip is only 19.3 K above ambient during the measurement. If $R_{ts}$ were calibrated on a sample of negligible spreading resistance, with the same interface and tip, the formula would give 19.3 K instead of 55 K.

The value 19.3 K rests on the uniform disc temperature assumed above. Resistance at the interface itself evens out the flux. In the limit of uniform flux, the spreading resistance based on the mean disc temperature is $8/(3\pi^2ka)$, about 8 % larger. With the same total $R_{ts}$, the mean surface rise under the tip would then be 16.4 K. The inferred 55 K does not change, because it depends only on the total.

The device as a whole hardly notices the probe. For an assumed device-to-ambient resistance of $2\times10^4$ K/W, a value that fits a thermally isolated device such as a film on buried oxide (a 10 µm heater on bulk silicon has only a few hundred K/W and would be cooled even less), a 55 K rise needs 2.75 mW, and removing 10 µW cools the device by 0.20 K. The strong cooling is confined to the oxide near the contact.

### Base warming and read current

Let the base rise by $\theta_b$ and let the read current deposit power $P$ at the sensor. Heat in equals heat out:

$$\frac{\theta_s-\theta_p}{R_{ts}}+P=\frac{\theta_p-\theta_b}{R_p}.$$

Multiplying by $R_{ts}$ and rearranging,

$$\theta_s=\theta_p+\frac{R_{ts}}{R_p}(\theta_p-\theta_b)-PR_{ts}.$$

Both effects warm the sensor by heat that does not come through the tip, so both lower the inferred rise. Each case below keeps the 5 K reading fixed.

- A base rise of 0.5 K gives $5+10(4.5)=50$ K.
- A current of 0.05 mA in 300 ohm deposits 0.75 µW. The correction is $0.75\times10^{-6}\times5\times10^6=3.75$ K, leaving 51.25 K.

A reading taken out of contact helps to identify such offsets. For fixed $\theta_b$ and $P$, however, both offsets shrink on contact by the factor $R_{ts}/(R_p+R_{ts})=10/11$, because the tip opens a second path for heat.

### Heat lost from the cantilever sides

Let the sides lose heat $hS\theta$ per unit length, where $S=120$ µm is the combined width of the two broad faces. Conduction then obeys $k_cA\,\theta''=hS\theta$. With $\theta=0$ at the base and $\theta_p$ at the tip end,

$$\theta(x)=\theta_p\frac{\sinh mx}{\sinh mL},\qquad m^2=\frac{hS}{k_cA}.$$

The heat entering at $x=L$ is

$$k_cA\,\theta'(L)=k_cA\,m\coth(mL)\,\theta_p=\frac{\theta_p}{R_p}\,mL\coth mL.$$

The probe conductance $1/R_p$ is therefore multiplied by $F=mL\coth mL$, and

$$\theta_s=\theta_p\left(1+F\frac{R_{ts}}{R_p}\right),\qquad (mL)^2=hSLR_p.$$

For weak loss $F\to1$, and the boxed formula returns. A black surface near 300 K has $h=6.12$ W/(m² K), which gives $F=1.018$ and $\theta_s=55.9$ K. Radiation from the cantilever thus adds at most about 0.9 K in this far-field estimate.

In air, an assumed $h=1000$ W/(m² K) gives $(mL)^2=9$ and $F=3.015$. The same 5 K reading, with $R_p$ and $R_{ts}$ held fixed, would then mean roughly 160 K. Half that $h$ would give about 114 K, so the figure shows only that the effect is large. In air one must use the measured resistance from probe to surroundings, not the conduction value to the base. Heat carried through the air from sample to cantilever needs a further correction, which this model lacks.

### Smaller corrections

**Finite oxide thickness.** A good conductor at depth $t$ adds image sources at distances $2nt$ on both sides of the surface, with alternating signs. For $a\ll t$ they change the spreading resistance by

$$2\sum_{n=1}^{\infty}\frac{(-1)^n}{2\pi k(2nt)}=-\frac{\ln2}{2\pi kt}.$$

If $R_{ts}$ had been assembled with the half-space value, the inferred rise would be 0.79 K too high. This figure assumes an isothermal conductor below the oxide, which bulk silicon approximates well. A thin device film on buried oxide spreads heat less well and gives a smaller shift, about 0.6 K for a 100 nm film with $k=60$ W/(m K) on 2 µm of oxide.

**Conductivity changing with temperature.** Let $k(\theta)=k(1+\beta\theta)$ with an assumed $\beta=0.10$ % per K. Since $k(\theta)\nabla\theta=k\nabla(\theta+\beta\theta^2/2)$, the quantity in brackets obeys the constant-conductivity equation. Therefore

$$(\theta_s-\theta_c)+\tfrac{\beta}{2}(\theta_s^2-\theta_c^2)=qR_{sp}.$$

With $\theta_c=19.3$ K and $qR_{sp}=35.7$ K, this gives $\theta_s=53.7$ K.

**Radiation from the device.** If a black hot area 10 µm square sent all its net far-field radiation into the sensor, the inferred rise would fall by 0.22 K.

**Settling.** A departure from the steady state has modes $\sin(\mu x/L)$, which vanish at the base. At the tip end, heat leaves through $R_{ts}$, so $-k_cA\,\theta'(L)=\theta(L)/R_{ts}$. Inserting the mode gives $\mu\cot\mu=-R_p/R_{ts}=-0.1$, whose lowest root is $\mu=1.632$. With heat capacity $C=2.0$ MJ/(m³ K) per volume,

$$\tau=\frac{CL^2}{k_c\mu^2}=1.35\ \text{ms}.$$

The tip must rest for several times this long. The heat capacities of sample and tip are neglected here.

### Uncertainty

Write $r=R_{ts}/R_p$. Small errors give $\delta\theta_s=(1+r)\,\delta\theta_p+\theta_p\,\delta r$. For independent errors the cross term averages to zero, so

$$\sigma_s^2=(1+r)^2\sigma_p^2+\theta_p^2\sigma_r^2.$$

Taking $\sigma_p=0.1$ K and $\sigma_r=1.0$, the two parts are 1.1 K and 5.0 K. The result is $55\pm5$ K, and the resistance ratio dominates the error.

### Relation to real probes

The dimensions and resistances are round values chosen for illustration and do not describe a particular product. The $1.43\times10^6$ K/W left for interface and tip assumes a good contact and a tip that conducts heat well. In a bare nitride tip with $k=3$ W/(m K) and the same contact radius, spreading inside the tip alone would add at least $1/(4ka)=1.67\times10^6$ K/W, and the ratio would exceed 10. The contact resistance of a real tip varies with its shape, load and surface, so the ratio 10 must be measured for the tip and sample in use. Many measurements are made in air, which breaks the assumption of no side loss; with the rough $h$ used above, side loss alone would move the inferred rise from 55 K to roughly 160 K. The result also describes the oxide surface above the device. It equals the device's own rise here because the hot region is wide and, before contact, almost no heat crosses the oxide into the vacuum. Above a narrow hot line the surface would be cooler than the line.

## Comparison of the estimate and the exact solution

The scaling estimate gives 50 K and the full balance gives 55 K. The missing 5 K is the probe's own rise, since the estimate counts the drop from device to sensor but not the drop from sensor to base. Relative to the exact result, the shortfall is

$$\frac{\theta_s-r\theta_p}{\theta_s}=\frac{1}{1+r}=\frac{1}{11}\approx9\ \%.$$

It vanishes for large $r$, where the sensor stays close to ambient. At $r=1$ the estimate gives half the true value. For $r\ll1$ it fails completely: the balance gives $\theta_s\to\theta_p$, because the sensor then takes up the undisturbed device temperature, while the estimate tends to zero.

In this example the shortfall happens to be as large as the measurement uncertainty. It is nevertheless a known bias with a definite sign, and adding $\theta_p$ removes it. The remaining values are listed in the numerical output.

## Calculated quantities

```
probe rise: 5.0 K
resistance ratio R_ts/R_p: 10.0
cantilever length, width: 150, 60 um
cantilever thickness: 0.4 um
effective cantilever conductivity: 12.5 W/(m K)
R_p: 5.000e+05 K/W
R_ts: 5.000e+06 K/W
heat flow through probe: 10.00 uW
drop across R_ts: 50.0 K
inferred device rise: 55.0 K
ambient and device temperature: 300, 355 K
probe rise from heat equation: 5.0000 K
sheet test, free and loaded spot: 7.4855, 5.5804 (model units)
contact radius: 50 nm
oxide conductivity: 1.4 W/(m K)
oxide spreading resistance: 3.571e+06 K/W
rest of R_ts (interface and tip): 1.429e+06 K/W
drop by spreading in oxide: 35.7 K
surface rise under loaded tip: 19.3 K
assumed base rise: 0.5 K
device rise with that base rise: 50.0 K
read current: 0.05 mA
sensor resistance: 300 ohm
read power: 0.75 uW
device rise corrected for read power: 51.25 K
radiation coefficient, black surface: 6.12 W/(m2 K)
side-loss factor, radiation: 1.0183
device rise with cantilever radiation: 55.92 K
assumed air coefficient: 1000 W/(m2 K)
side-loss factor, air: 3.015
device rise if probe were in air: 155.7 K
oxide thickness: 1.0 um
shift by finite oxide thickness: 0.79 K
oxide conductivity coefficient: 0.10 %/K
device rise with variable conductivity: 53.74 K
assumed device thermal resistance: 2.0e+04 K/W
device power for inferred rise: 2.75 mW
cooling of whole device by probe: 0.20 K
side of square hot area: 10 um
largest shift by hot-area radiation: 0.22 K
cantilever heat capacity: 2.0 MJ/(m3 K)
slowest-mode root mu: 1.6320
settling time constant: 1.35 ms
sigma of probe rise: 0.1 K
sigma of resistance ratio: 1.0
device uncertainty from probe rise: 1.10 K
device uncertainty from ratio: 5.00 K
combined device uncertainty: 5.12 K
uncertainty from random sampling: 5.12 K
```
